# Unit Transmission Through Mirror-Symmetric Barriers from Two Parity Phase Shifts

**Q:** A barrier sends part of a wave back and lets part through. You say that for a mirror-symmetric structure two real angles decide how much passes. An incident wave comes from one side, so it has no parity. Why should parity help?

**A:** Because the equation has parity even when the incident wave doesn't. Take a particle of uniform mass $m$ in a real potential with $V(x)=V(-x)$ and $V=0$ for $|x|>a$. With $C=\hbar^2/2m$ and $E=Ck^2>0$,

$$-C\psi''+V\psi=E\psi .$$

If $\psi(x)$ is a solution, so is $\psi(-x)$, and so are their sum and difference. The two independent solutions at each energy can therefore be chosen even and odd. Both can be taken real, since the equation is real. For $x>a$ a real solution is a combination of $\cos kx$ and $\sin kx$, that is, one cosine with a shifted phase. Parity fixes the other side:

$$\psi_e=A_e\cos(k|x|+\delta_e),\qquad \psi_o=A_o\,\mathrm{sgn}(x)\cos(k|x|+\delta_o)\qquad(|x|>a).$$

**Q:** These are standing waves and carry no current. How do you get transmission out of them?

**A:** By superposing them so that nothing arrives from the right. First separate the incoming and outgoing parts:

$$2e^{i\delta}\cos(k|x|+\delta)=e^{-ik|x|}+e^{2i\delta}e^{ik|x|}.$$

With the time factor $e^{-iEt/\hbar}$, the first term moves towards the structure and the second away from it. Rescale both solutions in this way and write $S_e=e^{2i\delta_e}$, $S_o=e^{2i\delta_o}$:

$$\Phi_e=e^{-ik|x|}+S_e e^{ik|x|},\qquad \Phi_o=\mathrm{sgn}(x)\left[e^{-ik|x|}+S_o e^{ik|x|}\right].$$

Now take $\psi=\tfrac12(\Phi_e-\Phi_o)$. On the left $|x|=-x$ and $\mathrm{sgn}(x)=-1$, so the two brackets add:

$$\psi=e^{ikx}+\tfrac12(S_e+S_o)e^{-ikx}\qquad(x<-a).$$

On the right they subtract, and the incoming parts cancel:

$$\psi=\tfrac12(S_e-S_o)e^{ikx}\qquad(x>a).$$

This is a unit wave from the left with reflection and transmission amplitudes

$$r=\tfrac12(S_e+S_o),\qquad t=\tfrac12(S_e-S_o).$$

**Q:** Then what is the transmission probability, and when does it reach one?

**A:** Take the mean phase out of both amplitudes. With $\Delta=\delta_e-\delta_o$,

$$t=\tfrac12e^{i(\delta_e+\delta_o)}\left(e^{i\Delta}-e^{-i\Delta}\right)=i\,e^{i(\delta_e+\delta_o)}\sin\Delta,$$

$$r=\tfrac12e^{i(\delta_e+\delta_o)}\left(e^{i\Delta}+e^{-i\Delta}\right)=e^{i(\delta_e+\delta_o)}\cos\Delta .$$

The wavenumber is the same on both sides, so the ratio of currents is the ratio of squared amplitudes:

$$T=|t|^2=\sin^2(\delta_e-\delta_o),\qquad R=|r|^2=\cos^2(\delta_e-\delta_o).$$

Their sum is one, as current conservation demands. $T=1$ holds if and only if $\cos\Delta=0$, that is, $\Delta=(n+\tfrac12)\pi$ with integer $n$. Physically, the two parity waves then return opposite amplitudes, $S_o=-S_e$, which cancel on the left and add on the right.

**Q:** For free motion both phase shifts ought to vanish. Your formula would then give $T=0$ for empty space.

**A:** That would happen if the two shifts were measured from different reference functions. Here both are measured from a cosine. The free even wave is $\cos kx$, so $\delta_e=0$. The free odd wave is $\sin kx=\cos(kx-\pi/2)$ for $x>0$, so $\delta_o=-\pi/2$. Hence $\Delta=\pi/2$ and $T=1$.

One may instead write the odd wave as $\sin(k|x|+\delta_o')$, which makes its free shift zero. Then $\delta_o'=\delta_o+\pi/2$ and

$$T=\sin^2(\delta_e-\delta_o'+\pi/2)=\cos^2(\delta_e-\delta_o').$$

In that convention unit transmission needs a difference that is a whole multiple of $\pi$. The statement with odd multiples of $\pi/2$ belongs to the common cosine reference. Adding $\pi$ to either shift merely reverses the sign of a wave and leaves $T$ unchanged.

**Q:** Does mirror symmetry guarantee that a resonance exists?

**A:** No. Take $V=\lambda\,\delta(x)$ with $\lambda\neq0$. The odd wave vanishes at the origin and doesn't feel it, so $\delta_o=-\pi/2$. For the even wave, integrating the equation across the origin gives $\psi'(0^+)-\psi'(0^-)=\lambda\psi(0)/C$. Evenness makes the two slopes opposite, so

$$\frac{\psi'(0^+)}{\psi(0)}=-k\tan\delta_e=\frac{\lambda}{2C},\qquad T=\sin^2\!\left(\delta_e+\frac{\pi}{2}\right)=\cos^2\delta_e=\frac{1}{1+\lambda^2/(4C^2k^2)} .$$

This is below one at every finite $k$.

The opposite case is the smooth well $V=-2C\,\mathrm{sech}^2x$, with $x$ in units of the well's length. Its tail falls off exponentially, so the outer forms hold at large $|x|$. Substitution shows that $(\tanh x-ik)e^{ikx}$ is a solution: its second derivative is $-k^2-2\,\mathrm{sech}^2x$ times the function itself. Its real part is odd and its imaginary part even. For large positive $x$ they are

$$\cos kx+k\sin kx,\qquad \sin kx-k\cos kx .$$

The first is proportional to $\cos(kx+\delta_o)$ with $\delta_o=-\arctan k$. The second is the first with $kx$ replaced by $kx-\pi/2$, so $\delta_e=\delta_o-\pi/2$. The difference is $-\pi/2$ for every $k>0$, and the well reflects nothing at any energy.

**Q:** For a general structure, how do I find the shifts without solving the scattering problem anyway?

**A:** You solve on half the line. Start two real solutions at the centre with

$$u_e(0)=1,\quad u_e'(0)=0;\qquad u_o(0)=0,\quad u_o'(0)=1,$$

and carry them to $x=a$. With $\theta_p=ka+\delta_p$ and $A_p>0$, where $p$ is $e$ or $o$, matching the value and slope gives

$$u_p(a)=A_p\cos\theta_p,\qquad u_p'(a)=-kA_p\sin\theta_p .$$

The Wronskian $W=u_eu_o'-u_e'u_o$ has derivative $u_eu_o''-u_e''u_o$. This is zero, because both second derivatives carry the same factor $(V-E)/C$. So $W$ keeps its central value, one. At $x=a$,

$$1=kA_eA_o\left(\sin\theta_e\cos\theta_o-\cos\theta_e\sin\theta_o\right)=kA_eA_o\sin\Delta .$$

Define also

$$g=k\,u_eu_o+\frac{u_e'u_o'}{k}=kA_eA_o\left(\cos\theta_e\cos\theta_o+\sin\theta_e\sin\theta_o\right)=kA_eA_o\cos\Delta,$$

with all functions taken at $a$. Dividing the two results gives $g=\cot\Delta$, and therefore

$$\frac1T=\frac{1}{\sin^2\Delta}=1+g^2 .$$

Unit transmission is the real condition $g=0$.

The first identity says more. Since $\sin\Delta=1/(kA_eA_o)>0$, the difference can be followed continuously in energy inside the interval $0<\Delta<\pi$. It never reaches the ends at finite $k>0$, so $T$ has no zeros there. With these signs, unit transmission means $\Delta=\pi/2$; the other odd multiples come from the freedom to add $\pi$.

**Q:** What happens as the energy goes to zero?

**A:** If neither $u_e'(a)$ nor $u_o'(a)$ vanishes at $E=0$, the second term of $g$ dominates and

$$T\simeq\frac{k^2}{[u_e'(a)u_o'(a)]^2},$$

with the slopes taken at $E=0$. Transmission then vanishes in proportion to the energy. The exception is a structure for which one slope does vanish at $E=0$. The half-line solutions depend smoothly on $E$, so that slope is of order $k^2$. Both terms of $g$ are then of order $k$, and $T\to1$. Empty space belongs to this class.

**Q:** I still don't see why two opaque barriers can become transparent together.

**A:** Consider a well of width $w$ between rectangular barriers of height $V_0$ and thickness $b$, with $E<V_0$ and $\kappa=\sqrt{(V_0-E)/C}$. Inside the barrier each half-line solution is $P_pe^{\kappa(x-w/2)}+Q_pe^{-\kappa(x-w/2)}$. Matching value and slope at $x=w/2$ gives $P_p=\tfrac12(u_p+u_p'/\kappa)$, so

$$P_e=\frac12\left[\cos\frac{kw}{2}-\frac{k}{\kappa}\sin\frac{kw}{2}\right],\qquad P_o=\frac12\left[\frac1k\sin\frac{kw}{2}+\frac1\kappa\cos\frac{kw}{2}\right].$$

For $\kappa b\gg1$ the growing term usually dominates at $x=a$. Both solutions then have $u'/u\simeq\kappa$, hence nearly the same $\tan\theta$. The difference $\Delta$ is near $0$ if $P_e$ and $P_o$ have equal signs and near $\pi$ if the signs are opposite. Either way $T$ is small.

At low energy both coefficients are positive. $P_e$ changes sign where $k\tan(kw/2)=\kappa$, which is the condition for an even bound level of the well with infinitely thick walls. Around that energy $\Delta$ must go from near $0$ to near $\pi$, and continuity takes it through $\pi/2$. The next sign change is that of $P_o$, at $k\cot(kw/2)=-\kappa$, the odd level. It brings $\Delta$ back down through $\pi/2$. Thus each level for which $\kappa b\gg1$ gives a point of unit transmission near its energy, with alternating directions of crossing, and in that regime thicker barriers bring the point closer to the level. Near the barrier top $\kappa b$ is small and the point can lie well away from the level, even above $V_0$. In the example below, the upper level has $\kappa b\approx1$ and its peak lies $10$ meV above it, while the lower peak is within $1$ meV of its level.

**Q:** How sharp is such a peak?

**A:** Expand $g=\cot\Delta$ about the resonance energy $E_r$. Its derivative is $-\Delta'/\sin^2\Delta$, where the prime means $d/dE$, and $\sin^2\Delta=1$ at $E_r$. To first order $g\simeq-\Delta'(E_r)(E-E_r)$, so

$$T\simeq\frac{1}{1+\left(\dfrac{E-E_r}{\Gamma/2}\right)^2},\qquad \Gamma=\frac{2}{|\Delta'(E_r)|} .$$

This Lorentzian holds where $g$ is nearly linear over a few widths; the sine law doesn't need that condition. A level whose probability decays as $e^{-\Gamma t/\hbar}$ has this full width at half maximum, so its lifetime is $\hbar/\Gamma$.

**Q:** Give me numbers that could have gone wrong.

**A:** Take a mass of $0.07$ electron masses, barriers $0.30$ eV high and $3$ nm thick, and a well $6$ nm wide. Then $a=6$ nm and $C=0.5443$ eV nm². The phases below come from the half-line solutions, with $\Delta$ brought into the interval from $0$ to $2\pi$:

| $E$ (meV) | $\delta_e$ | $\delta_o$ | $\Delta$ | $\sin^2\Delta$ |
|---|---|---|---|---|
| 50.0 | −2.920 | −2.963 | 0.043 | 0.0019 |
| 68.4 | −1.621 | 3.092 | 1.571 | 1.0000 |
| 150.0 | −0.836 | 2.391 | 3.056 | 0.0073 |
| 255.4 | −1.453 | −3.024 | 1.571 | 1.0000 |

A separate calculation over the full line, without parity, gives the same four transmissions. Over 400 energies from 5 to 600 meV, its $T$ differs from $\sin^2\Delta$ by at most $4.6\times10^{-12}$.

The lower resonance can be checked by hand. Its wavenumber is $k=\sqrt{0.068439/0.54428}=0.3546$ nm⁻¹. At the edge $u_e=0.1043$, $u_e'=-0.0205$ nm⁻¹, $u_o=11.478$ nm and $u_o'=7.328$. The two terms of $g$ are

$$k\,u_eu_o=0.424,\qquad \frac{u_e'u_o'}{k}=-0.424,$$

and they cancel. The raw difference in the table is $-1.621-3.092=-4.713$, which is $-3\pi/2$ within rounding: an odd multiple of $\pi/2$, though not $\pi/2$ itself.

**Q:** And does the even shift do most of the work at the lower peak, where $P_e$ changes sign?

**A:** Yes. Between five widths below and five widths above it, $\delta_e$ rises by $2.66$ rad while $\delta_o$ falls by $0.28$ rad. The difference rises by $2.94$ rad, and the linear form of $g$ predicts $2\arctan10=2.94$ rad.

The slope of $\Delta$ there is $825.7$ rad/eV, so $\Gamma=2/825.7$ eV $=2.42$ meV. The width read directly from $T=\tfrac12$ agrees to about $0.1\%$ of that value. The lifetime is $0.27$ ps. At the upper resonance the slope is $-61.9$ rad/eV: the crossing is downward, as the odd level requires. The same formula gives $2/61.9$ eV, about $32$ meV. That is comparable with the $45$ meV left to the barrier top, so I would take it as a rough measure of the width.

**Q:** What if the two barriers differ slightly? Does the peak stay at one?

**A:** In general it doesn't. Collect the incoming amplitudes from left and right, normalised to unit current, in a vector, and let the matrix $S$ turn it into the outgoing one. Current conservation makes $S$ unitary. Complex conjugation of a solution exchanges incoming and outgoing waves, so $SS^*=1$; with unitarity this gives $S=S^{\mathsf T}$. The real and imaginary parts of $S$ are then real symmetric matrices, and $SS^\dagger=1$ makes them commute. They share real orthogonal eigenvectors, $(\cos\varphi,\sin\varphi)$ and $(-\sin\varphi,\cos\varphi)$, with eigenvalues $e^{2i\delta_1}$ and $e^{2i\delta_2}$. The off-diagonal element is

$$t=\cos\varphi\sin\varphi\left(e^{2i\delta_1}-e^{2i\delta_2}\right),\qquad T=\sin^2(2\varphi)\,\sin^2(\delta_1-\delta_2).$$

Mirror symmetry fixes $\varphi=\pi/4$ at every energy and restores the sine law. Without it, $T=1$ needs two conditions at the same energy, which may be met by accident but needn't be. Making one barrier $0.3$ nm thicker, with all else fixed, lowers the lower peak to $0.962$.

**Q:** Real resonant-tunnelling diodes are run under bias and at room temperature. What is left of your unit peak?

**A:** Rather little. The parameters lie in the rough range of III–V semiconductor diodes: a light electron mass, barriers of a few tenths of an eV and layers of a few nanometres. The mirror symmetry is what the operating bias breaks. For $0.08$ V dropped linearly over the $12$ nm structure, a field of $0.067$ MV/cm, the model's lower peak falls to $0.66$ and lies $27.8$ meV above the left band edge. It keeps falling as the bias pulls the level towards that edge, to $0.41$ at $0.11$ V and $0.15$ at $0.13$ V.

The other corrections were estimated one at a time at zero bias:

- **Mass.** A barrier mass of $0.09$ electron masses shifts the lower peak by $-4.1$ meV. A mass in the well and leads that grows with energy as $1+E/(1.5\ \text{eV})$ shifts it by $-1.2$ meV. Both leave the peak at one. The problem at each energy is still real and mirror-symmetric with equal leads, so the sine law holds, and $\Delta$ still crosses $\pi/2$ because a small change only moves such a crossing.
- **Temperature.** At 300 K, $k_BT=25.9$ meV is about eleven widths. For a one-dimensional channel with the Fermi level on resonance, the thermal mean of $T$ is $0.039$. The peak itself is intact, but few of the contributing electrons have its energy.
- **Scattering.** An assumed scattering time of $0.1$ ps in the well gives $\hbar/\tau=6.6$ meV, larger than $\Gamma$. The coherent peak falls to $0.08$. Scattered electrons may still leave on the right, so this isn't the total transmission.
- **Stored charge.** Suppose the level is half filled up to a Fermi energy $50$ meV above it, as when it is fed from the emitter alone through equal barriers; in low-temperature equilibrium with both leads it would be full and hold twice the charge. The sheet density is then $7.3\times10^{11}$ cm⁻². Take screening planes $6$ nm from the centre on each side and relative permittivity $12$. If the charge is treated as a thin sheet at the centre of the well, an electron's potential energy there rises by about $33$ meV, which the output lists as a simple estimate of the level shift. The level itself moves less, because both the charge and the electron are spread out. Averaging over the level's own density gives about $22$ meV, still many times the width.

A unit peak in this model is therefore a statement about coherent electrons of one energy in an unbiased, symmetric structure. It is not a prediction of a diode's current. The numerical output below gives the figures in full, apart from the averaged $22$ meV shift, the offsets of the peaks from the levels and the peaks at higher bias.

## Values computed for the example and the checks

```
mass 0.07 m_e; barrier height 0.3 eV
barrier thickness 3.0 nm; well width 6.0 nm; a = 6.0 nm
hbar^2/(2m) = 0.54428 eV nm^2
largest error of t, r, T: 2.5e-11, 1.1e-11, 4.6e-12
largest error of T, sech^2 barrier and well: 7.3e-13
E (eV), delta_even, delta_odd, difference (rad), sin^2, T direct:
  0.050000 -2.91950 -2.96260 0.04309 0.001856 0.001856
  0.068439 -1.62061 3.09178 1.57080 1.000000 1.000000
  0.150000 -0.83610 2.39116 3.05592 0.007322 0.007322
  0.255429 -1.45307 -3.02386 1.57080 1.000000 1.000000
at lower resonance: k = 0.35460 1/nm
  ue(a) = 0.10429; ue'(a) = -0.02054 1/nm
  uo(a) = 11.47844 nm; uo'(a) = 7.32830
  k ue uo = 0.42447; ue' uo'/k = -0.42447
lower resonance 68.439 meV; upper 255.429 meV
slope of difference: lower 825.68, upper -61.85 rad/eV
lower width from slope 2.4223 meV; direct 2.4247 meV
lifetime hbar/width = 0.2717 ps
change over +-5 widths: even 2.659, odd -0.277 rad
Neglected effects on the lower resonance:
one barrier 0.3 nm thicker: peak T = 0.9620 at 68.56 meV
bias 0.08 V, field 0.0667 MV/cm:
  peak T = 0.6644 at 27.77 meV above left band edge
barrier mass 0.09 m_e: shift -4.12 meV, peak T = 1.000000
nonparabolic well and leads, gap 1.5 eV: shift -1.22 meV, peak T = 1.000000
300 K: kT = 25.85 meV; kT/width = 10.67
  thermal mean of T, Fermi level on resonance: 0.0391
scattering time 0.1 ps: hbar/tau = 6.58 meV
  coherent peak T = 0.0813
half-filled level, Fermi energy 0.05 eV above it, permittivity 12.0:
  sheet density 7.31e+11 cm^-2; level shift 33.1 meV
```
